# Partial-wave impurity scattering with Friedel-sum-rule screening in a semiconductor: a program that tests the result

```python
"""Screened-impurity scattering with the Friedel sum rule.

Result under test: for V(r) = -Z exp(-q r)/r, absolute phase shifts delta_l
at the Fermi wavenumber k fix q through
    (2/pi) sum_l (2l+1) delta_l = Z,
and attraction (Z=+1) and repulsion (Z=-1) then have different q and different
transport cross sections, whereas first Born theory depends only on Z**2.
Host atomic units: hbar = band mass = e**2/(4 pi eps) = 1; length unit a*.
Spin degeneracy 2, one isotropic parabolic valley, zero temperature.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import lambertw, spherical_jn, spherical_yn

L_EXACT = 10      # largest l integrated exactly
L_BORN = 40       # largest l kept, with Born phases above L_EXACT
ELL = np.arange(L_EXACT + 1)


def make_tables(step):
    """Riccati-Bessel tables at full and half steps of t = ln(x) + x."""
    start, stop = np.log(1e-3) + 1e-3, np.log(45.0) + 45.0
    count = int(np.ceil((stop - start) / step))
    t = start + 0.5 * step * np.arange(2 * count + 1)
    x = lambertw(np.exp(t)).real
    regular = x[:, None] * spherical_jn(ELL[None, :], x[:, None])
    irregular = x[:, None] * spherical_yn(ELL[None, :], x[:, None])
    return step, x, regular, irregular


TABLES = make_tables(0.03)


def exact_phases(charge, k, q, tables=TABLES):
    """Absolute phases from the variable-phase equation, shape (case, l)."""
    step, x, reg, irr = tables
    charge, k, q = np.broadcast_arrays(
        np.atleast_1d(charge).astype(float), k, q)
    weight = (2 * charge / k) * np.exp(-x[:, None] * q / k)
    weight = (weight / (1 + x[:, None]))[:, :, None]
    delta = (2 * charge / k)[:, None] * reg[0]**2 / (2 * ELL + 2)

    def slope(i, d):
        return weight[i] * (np.cos(d) * reg[i] - np.sin(d) * irr[i])**2

    for i in range(0, len(x) - 1, 2):
        s1 = slope(i, delta)
        s2 = slope(i + 1, delta + 0.5 * step * s1)
        s3 = slope(i + 1, delta + 0.5 * step * s2)
        s4 = slope(i + 2, delta + step * s3)
        delta = delta + step * (s1 + 2 * (s2 + s3) + s4) / 6
    return delta


def born_phases(charge, k, q):
    """(Z/k) Q_l(1+q^2/2k^2), Q_l by stable downward recurrence."""
    charge, k, q = np.broadcast_arrays(
        np.atleast_1d(charge).astype(float), k, q)
    z = 1 + q**2 / (2 * k**2)
    above, current = np.zeros_like(z), np.full_like(z, 1e-200)
    rows = []
    for l in range(L_BORN + 60, 0, -1):
        below = ((2 * l + 1) * z * current - (l + 1) * above) / l
        above, current = current, below
        if l - 1 <= L_BORN:
            rows.append(current)
    values = np.array(rows[::-1])
    q_zero = 0.5 * np.log((z + 1) / (z - 1))
    return (values * (q_zero / values[0]) * charge / k).T


def phase_sum(charge, k, q, delta):
    """sum (2l+1) delta_l with the Born tail summed in closed form."""
    born = born_phases(charge, k, q)[:, :L_EXACT + 1]
    return ((2 * ELL + 1) * (delta - born)).sum(axis=1) + 2 * k * charge / q**2


def all_phases(charge, k, q, delta):
    full = born_phases(charge, k, q).copy()
    full[:, :L_EXACT + 1] = delta
    return full


def transport_section(k, full):
    l = np.arange(full.shape[1] - 1)
    terms = (l + 1) * np.sin(full[:, :-1] - full[:, 1:])**2
    return 4 * np.pi / k**2 * terms.sum(axis=1)


def born_section(k, q):
    b = 4 * k**2 / q**2
    return 2 * np.pi / k**4 * (np.log1p(b) - b / (1 + b))


def box_levels(charge, q, l, radius, size=100):
    """Radial levels in a hard sphere, Legendre-Galerkin diagonalization."""
    s, w = leggauss(2 * size + 20)
    r, w = 0.5 * radius * (s + 1), 0.5 * radius * w
    p = legvander(s, size + 1)
    n = np.arange(1, size + 1)
    norm = 1 / np.sqrt(2 * n + 1)
    basis = (p[:, 2:] - p[:, :-2]) * norm
    deriv = p[:, 1:-1] * (2 * n + 1) * norm * 2 / radius
    potential = -charge * np.exp(-q * r) / r + l * (l + 1) / (2 * r**2)
    ham = 0.5 * deriv.T @ (w[:, None] * deriv)
    ham += basis.T @ ((w * potential)[:, None] * basis)
    return eigh(ham, basis.T @ (w[:, None] * basis), eigvals_only=True)


def wave_phase(charge, k, q, l):
    """Phase modulo pi from direct integration of the radial wave."""
    r0, r1 = 1e-3 * (l + 1), 25.0

    def rhs(r, y):
        v = -charge * np.exp(-q * r) / r
        return [y[1], (l * (l + 1) / r**2 + 2 * v - k**2) * y[0]]

    c = charge / (l + 1)
    first = [1 - c * r0, (l + 1) / r0 - c * (l + 2)]
    y = solve_ivp(rhs, (r0, r1), first, method="DOP853",
                  rtol=1e-10, atol=1e-12).y[:, -1]
    x = k * r1
    j, n = spherical_jn(l, x), spherical_yn(l, x)
    dj = j + x * spherical_jn(l, x, derivative=True)
    dn = n + x * spherical_yn(l, x, derivative=True)
    return np.arctan((y[1] * x * j - y[0] * k * dj)
                     / (y[1] * x * n - y[0] * k * dn))


# Born phases against their defining radial integral.
for l in (0, 2, 5):
    direct = quad(lambda r: 2 * r * np.exp(-r) * spherical_jn(l, r)**2,
                  0, 45, limit=300, epsabs=1e-12)[0]
    assert abs(direct - born_phases(1, 1.0, 1.0)[0, l]) < 1e-9

# Absolute phases against numbered box levels, bound states included.
RADIUS, box_error = 30.0, 0.0
for charge in (1, -1):
    for l in (0, 1):
        energy = box_levels(charge, 0.8, l, RADIUS)
        number = np.arange(1, len(energy) + 1)
        keep = (energy > 0.08) & (energy < 1.1)
        kk = np.sqrt(2 * energy[keep])
        free_angle = kk * RADIUS - (np.arctan(kk * RADIUS) if l else 0)
        from_box = number[keep] * np.pi - free_angle
        difference = from_box - exact_phases(charge, kk, 0.8)[:, l]
        box_error = max(box_error, np.abs(difference).max())
        if charge == 1 and l == 0:
            box_bound = int((energy < 0).sum())
assert box_bound == 1
assert box_error < 2e-5

# The phase sum falls in magnitude as the screening parameter grows.
q_scan = np.linspace(0.6, 2.0, 8)
for charge in (1, -1):
    total = phase_sum(charge, 1.0, q_scan, exact_phases(charge, 1.0, q_scan))
    assert np.all(np.diff(charge * total) < 0)

# Second-order phase sum, isolated by the even part in a small charge.
small, k_test = 0.02, np.array([0.5, 1.0, 2.0])
even = sum(phase_sum(z, k_test, 1.0, exact_phases(z, k_test, 1.0))
           for z in (small, -small)) / (2 * small**2)
second = 2 * k_test / (1 + 4 * k_test**2)
# The remainder is of relative order small**2 times an order-one factor.
assert np.all(np.abs(even / second - 1) < 5e-3)

# Solve the Friedel condition for all cases by simultaneous bisection.
K = np.array([0.1, 0.5, 1.0, 2.0, 3.0, 5.0])
M = len(K)
Z = np.repeat([1.0, -1.0], M)
KK = np.tile(K, 2)
q_tf = np.sqrt(4 * K / np.pi)
Q_TF = np.tile(q_tf, 2)
low, high = np.log(Q_TF / 5), np.log(Q_TF * 5)
for _ in range(30):
    middle = 0.5 * (low + high)
    trial = np.exp(middle)
    ratio = 2 / np.pi * phase_sum(Z, KK, trial,
                                  exact_phases(Z, KK, trial)) / Z
    low = np.where(ratio > 1, middle, low)
    high = np.where(ratio > 1, high, middle)
Q = np.exp(0.5 * (low + high))
delta = exact_phases(Z, KK, Q)
charge_found = 2 / np.pi * phase_sum(Z, KK, Q, delta)
assert np.all(np.abs(charge_found - Z) < 1e-6)
assert np.all(delta * Z[:, None] > 0)
assert np.all(np.abs(delta[:, 0]) < np.pi / 2)
fine = exact_phases(Z, KK, Q, make_tables(0.015))
step_error = np.abs(fine - delta).max()
assert step_error < 1e-4

# Friedel charges at k=1 from wave functions, without Born acceleration.
ONE = 2
wave_charge = []
for case in (ONE, ONE + M):
    total = sum((2 * l + 1) * wave_phase(Z[case], 1.0, Q[case], l)
                for l in range(13))
    wave_charge.append(2 / np.pi * total)
    assert abs(wave_charge[-1] - Z[case]) < 2e-5

# Transport sections, including direct angular integration.
full = all_phases(Z, KK, Q, delta)
sigma = transport_section(KK, full)
sigma_born = born_section(K, q_tf)
s, w = leggauss(100)
legendre = legvander(s, L_BORN)
l_all = np.arange(L_BORN + 1)
for case in (ONE, ONE + M):
    partial = (2 * l_all + 1) * np.exp(1j * full[case]) * np.sin(full[case])
    amplitude = legendre @ partial / KK[case]
    angular = 2 * np.pi * np.sum(w * (1 - s) * np.abs(amplitude)**2)
    assert abs(angular / sigma[case] - 1) < 1e-8
bp = born_phases(1, K, q_tf)
born_series = 4 * np.pi / K**2 * (
    (l_all[:-1] + 1) * (bp[:, :-1] - bp[:, 1:])**2).sum(axis=1)
assert np.all(np.abs(born_series / sigma_born - 1) < 1e-7)
born_charge = 2 / np.pi * np.sum((2 * l_all + 1) * bp[ONE])
assert abs(born_charge - 1) < 1e-8

# Sign dependence of screening and scattering.
q_plus, q_minus = Q[:M], Q[M:]
s_plus, s_minus = sigma[:M], sigma[M:]
assert np.all(q_plus > q_tf) and np.all(q_minus < q_tf)
assert np.all(s_plus > s_minus)
split = (q_plus - q_minus) / (2 * q_tf)
split_formula = q_tf / (2 * (q_tf**2 + 4 * K**2))
assert abs(split[-1] / split_formula[-1] - 1) < 0.1

# Same potential range for both signs: scattering effect without Friedel.
d_tf = exact_phases(Z, KK, Q_TF)
charge_tf = 2 / np.pi * phase_sum(Z, KK, Q_TF, d_tf)
sigma_tf = transport_section(KK, all_phases(Z, KK, Q_TF, d_tf))


# First bound-state threshold from the zero-energy wave.
def outer_slope(q):
    r0 = 1e-5
    return solve_ivp(
        lambda r, y: [y[1], -2 * np.exp(-q * r) / r * y[0]], (r0, 30),
        [r0 * (1 - r0), 1 - 2 * r0], method="DOP853",
        rtol=1e-10, atol=1e-13).y[1, -1]


q_bound = brentq(outer_slope, 1.0, 1.4, xtol=1e-9)
assert (box_levels(1, 0.85 * q_bound, 0, 40.0) < 0).sum() == 1
assert (box_levels(1, 1.10 * q_bound, 0, 40.0) < 0).sum() == 0
assert abs(q_plus[0] - q_bound) < 0.05

# Model host and compensated sample at k = 1 per a*.
mass, kappa = 0.1, 12.0
length = kappa / mass * const.value("Bohr radius")
energy_unit = const.value("Hartree energy") * mass / kappa**2
time_unit = const.hbar / energy_unit
density = K[ONE]**3 / (3 * np.pi**2)
donors, acceptors = 1.5 * density, 0.5 * density
mobility_unit = const.e * time_unit / (mass * const.m_e) * 1e4


def mobility(donor_section, acceptor_section):
    rate = K[ONE] * (donors * donor_section + acceptors * acceptor_section)
    return mobility_unit / rate


mu_born = mobility(sigma_born[ONE], sigma_born[ONE])
mu_tf = mobility(sigma_tf[ONE], sigma_tf[ONE + M])
mu_friedel = mobility(s_plus[ONE], s_minus[ONE])

print("Host units: k and q in 1/a*, cross sections in a*^2")
print("Screening: + attractive, - repulsive, TF Thomas-Fermi")
for i in range(M):
    print(f"k={K[i]:.1f} q_TF={q_tf[i]:.4f} q+={q_plus[i]:.4f} "
          f"q-={q_minus[i]:.4f}")
print("Friedel charge (units of e) if q_TF is kept")
for i in range(M):
    print(f"k={K[i]:.1f} charge+={charge_tf[i]:.4f} "
          f"charge-={charge_tf[i + M]:.4f}")
print("Transport cross section with Friedel q; Born with q_TF")
for i in range(M):
    print(f"k={K[i]:.1f} sigma+={s_plus[i]:.4g} sigma-={s_minus[i]:.4g} "
          f"Born={sigma_born[i]:.4g} ratio+/-={s_plus[i] / s_minus[i]:.3f}")
print("Transport cross section from full phases with q_TF")
for i in range(M):
    print(f"k={K[i]:.1f} sigma+={sigma_tf[i]:.4g} "
          f"sigma-={sigma_tf[i + M]:.4g}")
print("Phases at k=1, l=0,1,2,3 (rad)")
for name, row in (("Friedel +", delta[ONE]), ("Friedel -", delta[ONE + M]),
                  ("Born + q_TF", bp[ONE])):
    print(f"{name}: " + " ".join(f"{v:.5f}" for v in row[:4]))
print(f"Wave-function Friedel charges at k=1: "
      f"{wave_charge[0]:.6f} {wave_charge[1]:.6f} e")
print(f"k=5 relative q splitting: computed {split[-1]:.5f}, "
      f"second order {split_formula[-1]:.5f}")
print(f"First bound-state threshold q: {q_bound:.5f} 1/a*")
print(f"k=0.1 attractive s phase: {delta[0, 0]:.5f} rad")
print(f"k=0.1 s-wave ceiling 4 pi/k^2: {4 * np.pi / K[0]**2:.2f} a*^2")
print(f"Largest box phase difference: {box_error:.1e} rad")
print(f"Largest step-halving phase change: {step_error:.1e} rad")
print(f"Model mass: {mass:.1f} m_e; dielectric constant: {kappa:.0f}")
print(f"Length a*: {length * 1e9:.4f} nm")
print(f"Energy unit: {energy_unit / const.e * 1e3:.3f} meV")
print(f"Fermi energy at k=1: {0.5 * energy_unit / const.e * 1e3:.3f} meV")
print(f"Electron density at k=1: {density:.6f} a*^-3 = "
      f"{density / length**3 * 1e-6:.4e} cm^-3")
print(f"Donors/n: {donors / density:.1f}; acceptors/n: "
      f"{acceptors / density:.1f}")
print(f"Mobility unit e t*/m: {mobility_unit:.2f} cm^2/(V s)")
print(f"Mobility, Born with q_TF: {mu_born:.1f} cm^2/(V s)")
print(f"Mobility, full phases with q_TF: {mu_tf:.1f} cm^2/(V s)")
print(f"Mobility, full phases with Friedel q: {mu_friedel:.1f} cm^2/(V s)")
print("OK")
```

It prints:

```
Host units: k and q in 1/a*, cross sections in a*^2
Screening: + attractive, - repulsive, TF Thomas-Fermi
k=0.1 q_TF=0.3568 q+=1.1789 q-=0.2233
k=0.5 q_TF=0.7979 q+=1.0974 q-=0.6753
k=1.0 q_TF=1.1284 q+=1.2714 q-=1.0337
k=2.0 q_TF=1.5958 q+=1.6679 q-=1.5333
k=3.0 q_TF=1.9544 q+=2.0033 q-=1.9086
k=5.0 q_TF=2.5231 q+=2.5531 q-=2.4936
Friedel charge (units of e) if q_TF is kept
k=0.1 charge+=2.4981 charge-=-0.3961
k=0.5 charge+=1.5816 charge-=-0.7061
k=1.0 charge+=1.2391 charge-=-0.8334
k=2.0 charge+=1.0888 charge-=-0.9214
k=3.0 charge+=1.0495 charge-=-0.9528
k=5.0 charge+=1.0236 charge-=-0.9765
Transport cross section with Friedel q; Born with q_TF
k=0.1 sigma+=1257 sigma-=510.8 Born=2145 ratio+/-=2.460
k=0.5 sigma+=45.49 sigma-=13.3 Born=33.5 ratio+/-=3.420
k=1.0 sigma+=6.183 sigma-=2.254 Born=4.163 ratio+/-=2.743
k=2.0 sigma+=0.5662 sigma-=0.3133 Born=0.441 ratio+/-=1.807
k=3.0 sigma+=0.1322 sigma-=0.08929 Born=0.1117 ratio+/-=1.481
k=5.0 sigma+=0.02075 sigma-=0.01668 Born=0.01886 ratio+/-=1.244
Transport cross section from full phases with q_TF
k=0.1 sigma+=154 sigma-=206.5
k=0.5 sigma+=52.76 sigma-=9.927
k=1.0 sigma+=7.088 sigma-=1.96
k=2.0 sigma+=0.5942 sigma-=0.2968
k=3.0 sigma+=0.1355 sigma-=0.0868
k=5.0 sigma+=0.02097 sigma-=0.01649
Phases at k=1, l=0,1,2,3 (rad)
Friedel +: 0.89455 0.14412 0.03182 0.00801
Friedel -: -0.56558 -0.17092 -0.05487 -0.01803
Born + q_TF: 0.71054 0.16288 0.04460 0.01306
Wave-function Friedel charges at k=1: 0.999999 -0.999987 e
k=5 relative q splitting: computed 0.01179, second order 0.01186
First bound-state threshold q: 1.19061 1/a*
k=0.1 attractive s phase: 1.56859 rad
k=0.1 s-wave ceiling 4 pi/k^2: 1256.64 a*^2
Largest box phase difference: 1.2e-07 rad
Largest step-halving phase change: 9.8e-07 rad
Model mass: 0.1 m_e; dielectric constant: 12
Length a*: 6.3501 nm
Energy unit: 18.897 meV
Fermi energy at k=1: 9.448 meV
Electron density at k=1: 0.033774 a*^-3 = 1.3190e+17 cm^-3
Donors/n: 1.5; acceptors/n: 0.5
Mobility unit e t*/m: 612.63 cm^2/(V s)
Mobility, Born with q_TF: 2178.7 cm^2/(V s)
Mobility, full phases with q_TF: 1562.0 cm^2/(V s)
Mobility, full phases with Friedel q: 1743.9 cm^2/(V s)
OK
```
